# Transmission and Resonances of a Square Barrier in the Dirac Equation: test program

```python
"""Transmission of a Dirac electron through a square electrostatic barrier.

Result under test (units hbar = c = m = 1):
    T = 1 / (1 + (V0/(k q))^2 sin^2(q L)),
    k^2 = E^2 - 1,   q^2 = (E - V0)^2 - 1,
with T = 1 at q L = n pi, also in the Klein zone V0 > E + 1.
E: total energy, V0: barrier height, L: barrier width,
k, q: wave numbers outside and inside the barrier.
The reference values come from propagating the Dirac equation
    H = sigma_x p + sigma_z + V(x)
through the barrier and splitting the result into plane waves.
"""
import cmath
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def generator(energy, potential):
    """Matrix G of the first-order Dirac system phi' = G phi."""
    w = energy - potential
    return 1j * np.array([[0.0, w + 1.0], [w - 1.0, 0.0]])


def flat(energy, potential, width):
    """Propagator through a region of constant potential."""
    return expm(generator(energy, potential) * width)


def ramp(energy, v_start, v_end, width):
    """Propagator through a linear change of potential."""
    def rhs(x, y):
        v = v_start + (v_end - v_start) * x / width
        return (generator(energy, v) @ y.reshape(2, 2)).ravel()
    sol = solve_ivp(rhs, (0.0, width), np.eye(2, dtype=complex).ravel(),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


def scatter(propagator, energy):
    """T and R for a wave from the left, purely outgoing on the right."""
    r = np.sqrt(energy**2 - 1.0) / (energy + 1.0)
    u = propagator
    # The generator is traceless, so det u = 1 and the inverse is the adjugate.
    inverse = np.array([[u[1, 1], -u[0, 1]], [-u[1, 0], u[0, 0]]])
    left = inverse @ np.array([1.0, r])
    incoming = 0.5 * (left[0] + left[1] / r)
    reflected = 0.5 * (left[0] - left[1] / r)
    return 1.0 / abs(incoming)**2, abs(reflected / incoming)**2


def t_numeric(energy, v0, width):
    return scatter(flat(energy, v0, width), energy)[0]


def t_formula(energy, v0, width):
    k = np.sqrt(energy**2 - 1.0)
    q = cmath.sqrt((energy - v0)**2 - 1.0)
    return 1.0 / (1.0 + (v0 / k)**2 * ((cmath.sin(q * width) / q)**2).real)


# Algebra: mismatch of spinor ratios against the compact coefficient.
e, v = sp.symbols("e v")
kappa2 = (e - v - 1) * (e + 1) / ((e - v + 1) * (e - 1))
mismatch = (kappa2 - 1)**2 / (4 * kappa2)
assert sp.simplify(mismatch - v**2 / ((e**2 - 1) * ((e - v)**2 - 1))) == 0

# Formula against propagation, above the barrier, in the gap, in the Klein zone.
largest_error = 0.0
for energy in (1.3, 2.0, 3.7):
    for v0 in (0.2, 0.9, 2.2, 3.5, 5.0, 9.0):
        for width in (0.4, 1.7, 5.0):
            t_ref, r_ref = scatter(flat(energy, v0, width), energy)
            assert abs(t_ref + r_ref - 1.0) < 1e-9
            error = abs(t_ref - t_formula(energy, v0, width))
            largest_error = max(largest_error, error)
assert largest_error < 1e-9

# Worked example.
E, V0, L = 2.0, 5.0, 5.0
k = np.sqrt(E**2 - 1.0)
q = np.sqrt((E - V0)**2 - 1.0)
coefficient = (V0 / (k * q))**2
t_floor = 1.0 / (1.0 + coefficient)

# Group velocity on the lower branch, from eigenvalues of the Hamiltonian.
def lower_energy(p):
    return V0 + np.linalg.eigvalsh(np.array([[1.0, p], [p, -1.0]]))[0]

step = 1e-5
velocity = (lower_energy(q + step) - lower_energy(q - step)) / (2 * step)
assert abs(lower_energy(q) - E) < 1e-12
assert abs(velocity - q / (E - V0)) < 1e-8 and velocity < 0

# No suppression with width in the Klein zone, even for very wide barriers.
wide_resonant = t_numeric(E, V0, 200 * np.pi / q)
wide_between = t_numeric(E, V0, 200.5 * np.pi / q)
assert abs(wide_resonant - 1.0) < 1e-8
assert abs(wide_between - t_floor) < 1e-8
assert min(t_numeric(E, V0, w) for w in np.linspace(0.1, 60, 800)) > t_floor - 1e-9

# Exponential decay in the gap.
V_gap = 2.0
eta = np.sqrt(1.0 - (E - V_gap)**2)
gap_5, gap_10 = t_numeric(E, V_gap, L), t_numeric(E, V_gap, 2 * L)
gap_rate = np.log(gap_5 / gap_10) / L
assert abs(gap_rate - 2 * eta) < 1e-3

# Klein resonances located by a scan of the propagated transmission.
grid = np.linspace(1.001, V0 - 1.001, 1500)
scan = np.array([t_numeric(x, V0, L) for x in grid])
peaks = []
for i in range(1, len(grid) - 1):
    if scan[i] > scan[i - 1] and scan[i] >= scan[i + 1]:
        best = minimize_scalar(lambda x: -t_numeric(x, V0, L),
                               bounds=(grid[i - 1], grid[i + 1]),
                               method="bounded", options={"xatol": 1e-10})
        peaks.append((best.x, -best.fun))
peaks.sort(reverse=True)
predicted = []
n = 1
while V0 - np.sqrt(1.0 + (n * np.pi / L)**2) > 1.0:
    predicted.append(V0 - np.sqrt(1.0 + (n * np.pi / L)**2))
    n += 1
assert len(peaks) == len(predicted)
for (found, height), expected in zip(peaks, predicted):
    assert abs(found - expected) < 1e-6 and abs(height - 1.0) < 1e-8

# A resonance of the ordinary branch, above a lower barrier.
E_above = V_gap + np.sqrt(1.0 + (np.pi / L)**2)
t_above = t_numeric(E_above, V_gap, L)
assert abs(t_above - 1.0) < 1e-9

# Limits: zone edge, very high barrier, slow electron.
t_edge = t_numeric(E, E + 1.0, L)
assert abs(t_edge - 1.0 / (1.0 + ((E + 1.0) * L / k)**2)) < 1e-10
V_high = 1000.0
q_high = np.sqrt((E - V_high)**2 - 1.0)
high_floor = min(t_numeric(E, V_high, w)
                 for w in np.linspace(0.0, np.pi / q_high, 401))
speed_squared = (k / E)**2
assert abs(high_floor - speed_squared) < 2e-3
kinetic, v_slow, l_slow = 1e-4, 5e-5, 150.0
t_slow = t_numeric(1.0 + kinetic, v_slow, l_slow)
q_slow = np.sqrt(2 * (kinetic - v_slow))
t_schrodinger = 1.0 / (1.0 + v_slow**2 * np.sin(q_slow * l_slow)**2
                       / (4 * kinetic * (kinetic - v_slow)))
assert abs(t_slow - t_schrodinger) < 1e-4

# Soft edges: extremes of T over one period of the plateau width.
plateaus = [flat(E, V0, w) for w in np.linspace(0.0, np.pi / q, 2001)]
soft = {}
for a in (1.0, 2.0, 10.0, 20.0):
    up, down = ramp(E, 0.0, V0, a), ramp(E, V0, 0.0, a)
    values = [scatter(down @ p @ up, E)[0] for p in plateaus]
    soft[a] = (min(values), max(values))
assert t_floor > soft[1.0][0] > soft[2.0][0] > soft[10.0][0] > soft[20.0][0]
assert abs(soft[2.0][1] - 1.0) < 2e-3
soft_rate = np.log(soft[10.0][0] / soft[20.0][0]) / 10.0
soft_rate_theory = 2 * np.pi / V0
# Corners of the linear edge add reflections of a few per cent.
assert abs(soft_rate / soft_rate_theory - 1.0) < 0.03

# Conversion factors.
rest_kev = const.m_e * const.c**2 / const.e / 1e3
length_pm = const.hbar / (const.m_e * const.c) * 1e12

print("Units: energy mc^2, length hbar/(mc), wave number mc/hbar")
print(f"largest |T formula - T propagated|: {largest_error:.1e}")
print(f"energy E = {E:.1f} mc^2, barrier V0 = {V0:.1f} mc^2")
print(f"k = {k:.5f} mc/hbar, q = {q:.5f} mc/hbar")
print(f"coefficient (V0/(kq))^2 = {coefficient:.5f}")
print(f"group velocity inside for q > 0: {velocity:.5f} c")
print(f"Klein minimum T_min = {t_floor:.5f}")
for width in (L, 2 * L):
    print(f"Klein zone, L = {width:.0f} hbar/(mc): qL/pi = "
          f"{q * width / np.pi:.4f}, T = {t_numeric(E, V0, width):.5f}")
print(f"width of first resonance pi/q = {np.pi / q:.5f} hbar/(mc)")
print(f"T at qL = 200 pi: {wide_resonant:.6f}")
print(f"T at qL = 200.5 pi: {wide_between:.6f}")
print(f"gap, V0 = {V_gap:.1f} mc^2: eta = {eta:.4f} mc/hbar")
print(f"gap, L = {L:.0f} hbar/(mc): T = {gap_5:.4e}")
print(f"gap, L = {2 * L:.0f} hbar/(mc): T = {gap_10:.4e}")
print(f"gap decay rate of T: {gap_rate:.5f} mc/hbar")
print(f"Klein resonances for V0 = {V0:.0f} mc^2, L = {L:.0f} hbar/(mc):")
for number, ((found, height), expected) in enumerate(zip(peaks, predicted), 1):
    print(f"  n = {number}: scan {found:.5f}, formula {expected:.5f} mc^2, "
          f"T = {height:.6f}")
print(f"ordinary resonance n = 1, V0 = {V_gap:.0f} mc^2: "
      f"E = {E_above:.5f} mc^2, T = {t_above:.6f}")
print(f"Klein edge V0 = {E + 1:.0f} mc^2, L = {L:.0f} hbar/(mc): T = {t_edge:.6f}")
print(f"T_min at V0 = {V_high:.0f} mc^2: {high_floor:.5f}")
print(f"(v/c)^2 of the incident electron: {speed_squared:.5f}")
print(f"slow electron: kinetic energy {kinetic:.1e} mc^2, "
      f"V0 = {v_slow:.1e} mc^2")
print(f"slow electron, L = {l_slow:.0f} hbar/(mc): Dirac T = {t_slow:.6f}, "
      f"Schrodinger T = {t_schrodinger:.6f}")
for a, (low, high) in soft.items():
    print(f"linear edges of width {a:.0f} hbar/(mc): minimum T = {low:.4e}")
print(f"maximum T on the width grid, edges of 2 hbar/(mc): {soft[2.0][1]:.5f}")
print(f"decay rate of minimum T with edge width: {soft_rate:.4f} mc/hbar")
print(f"predicted rate 2 pi/V0: {soft_rate_theory:.4f} mc/hbar")
print(f"mc^2 = {rest_kev:.3f} keV, hbar/(mc) = {length_pm:.5f} pm")
print(f"E = {E * rest_kev:.1f} keV, V0 = {V0 * rest_kev:.1f} keV")
print(f"L = 5 hbar/(mc) = {L * length_pm:.4f} pm")
print(f"first Klein resonance energy: {predicted[0] * rest_kev:.1f} keV")
print("success")
```

Printed output:

```
Units: energy mc^2, length hbar/(mc), wave number mc/hbar
largest |T formula - T propagated|: 6.3e-15
energy E = 2.0 mc^2, barrier V0 = 5.0 mc^2
k = 1.73205 mc/hbar, q = 2.82843 mc/hbar
coefficient (V0/(kq))^2 = 1.04167
group velocity inside for q > 0: -0.94281 c
Klein minimum T_min = 0.48980
Klein zone, L = 5 hbar/(mc): qL/pi = 4.5016, T = 0.48980
Klein zone, L = 10 hbar/(mc): qL/pi = 9.0032, T = 0.99990
width of first resonance pi/q = 1.11072 hbar/(mc)
T at qL = 200 pi: 1.000000
T at qL = 200.5 pi: 0.489796
gap, V0 = 2.0 mc^2: eta = 1.0000 mc/hbar
gap, L = 5 hbar/(mc): T = 1.3619e-04
gap, L = 10 hbar/(mc): T = 6.1835e-09
gap decay rate of T: 1.99999 mc/hbar
Klein resonances for V0 = 5 mc^2, L = 5 hbar/(mc):
  n = 1: scan 3.81899, formula 3.81899 mc^2, T = 1.000000
  n = 2: scan 3.39403, formula 3.39403 mc^2, T = 1.000000
  n = 3: scan 2.86621, formula 2.86621 mc^2, T = 1.000000
  n = 4: scan 2.29509, formula 2.29509 mc^2, T = 1.000000
  n = 5: scan 1.70309, formula 1.70309 mc^2, T = 1.000000
  n = 6: scan 1.09971, formula 1.09971 mc^2, T = 1.000000
ordinary resonance n = 1, V0 = 2 mc^2: E = 3.18101 mc^2, T = 1.000000
Klein edge V0 = 3 mc^2, L = 5 hbar/(mc): T = 0.013158
T_min at V0 = 1000 mc^2: 0.74925
(v/c)^2 of the incident electron: 0.75000
slow electron: kinetic energy 1.0e-04 mc^2, V0 = 5.0e-05 mc^2
slow electron, L = 150 hbar/(mc): Dirac T = 0.889390, Schrodinger T = 0.889383
linear edges of width 1 hbar/(mc): minimum T = 1.8700e-01
linear edges of width 2 hbar/(mc): minimum T = 3.5417e-02
linear edges of width 10 hbar/(mc): minimum T = 8.3469e-07
linear edges of width 20 hbar/(mc): minimum T = 2.9614e-12
maximum T on the width grid, edges of 2 hbar/(mc): 0.99999
decay rate of minimum T with edge width: 1.2549 mc/hbar
predicted rate 2 pi/V0: 1.2566 mc/hbar
mc^2 = 510.999 keV, hbar/(mc) = 0.38616 pm
E = 1022.0 keV, V0 = 2555.0 keV
L = 5 hbar/(mc) = 1.9308 pm
first Klein resonance energy: 1951.5 keV
success
```
